# Bending of a Bonded Bilayer: Timoshenko's Curvature and Stoney's Limit, part 1

(Sections cited here and not found follow in the second part.)

## First half: from two equal layers to the general bilayer

A strip of silica 1 µm thick carries 0.5 µm of aluminium. It is flat at some temperature and is then cooled by 50 K. The aluminium tries to shrink more than the silica, so the strip curls towards the aluminium. Stoney's formula, which treats the film as a vanishingly thin layer pulling on the surface of a thick substrate, gives a curvature of $4.31\times10^{-3}$ µm$^{-1}$, or a radius of 232 µm. Balancing force and moment through both layers gives $1.04\times10^{-3}$ µm$^{-1}$, or a radius of 961 µm. A design based on the thin-film formula would expect about four times too much curvature. Used in reverse, to find the mismatch stress from the curvature, the same formula would return about a quarter of the right value.

What is missing is the response of both layers: the substrate gives way, the film resists bending, and the film's pull is relieved. I start with two identical layers, where this can be seen in two lines of integration, and then release the thicknesses and the moduli one after the other.

### Geometry and sign of the strain

Let $z$ be the height above the bonded interface. The film occupies $0<z<h_f$ and the substrate $-h_s<z<0$; the total thickness is $H=h_f+h_s$. The curvature $\kappa$ is positive when the sheet is concave on the film side, so the centre of curvature then lies above the film.

Suppose that lines normal to the sheet stay straight and normal when it bends, which is the usual approximation for a sheet much thinner than its lateral size. A piece of the interface that subtends an angle $\theta$ at the centre of curvature has length $R\theta$, with $R=1/\kappa$. A fibre at height $z$ lies nearer to the centre and has length $(R-z)\theta$. Relative to the interface its strain is

$$\frac{(R-z)\theta-R\theta}{R\theta}=-\frac{z}{R}=-\kappa z .$$

If the interface itself has strain $\varepsilon_0$, then for small strains the total strain at height $z$ is

$$\varepsilon(z)=\varepsilon_0-\kappa z. \tag{1}$$

The same line holds in both layers because the bond does not slip.

### From strain to stress

Each layer, if cut free, would take up its own in-plane strain, $e_f$ for the film and $e_s$ for the substrate, measured from the common flat state. These free strains may come from thermal contraction, growth or lattice misfit. I take them to be uniform through each layer and equal in all in-plane directions. The mismatch strain is

$$\Delta=e_s-e_f .$$

It is positive when the free film is shorter than the free substrate, so that the bond stretches the film.

Stress comes from the elastic part of the strain, $\varepsilon-e$. Both layers are taken as isotropic and linearly elastic, with Young's modulus $E$ and Poisson ratio $\nu$. The faces are free, so there is no stress along $z$. If the two in-plane stresses are both $\sigma$, Hooke's law gives for either direction

$$\varepsilon-e=\frac{\sigma-\nu\sigma}{E}=\frac{1-\nu}{E}\,\sigma ,$$

and therefore

$$\sigma(z)=M\left(\varepsilon_0-\kappa z-e\right),\qquad M=\frac{E}{1-\nu}. \tag{2}$$

$M$ is the biaxial modulus. Equal strains in the two directions produce equal stresses in each layer, even if the layers have different Poisson ratios. The balance conditions for the two directions are then identical, and one calculation serves for both. The sheet has the same curvature along and across.

Two restrictions enter here. At a free edge the stress component perpendicular to the edge must be zero at every height, whereas the solution below makes only its total force and moment vanish; the difference is confined to an edge zone about as wide as the sheet is thick. Also, a sheet curved in two directions must stretch a little, and this is neglected for now. Its size is worked out in the second half.

### The two balance conditions

No outside force or moment acts. Cut the sheet by a plane normal to it. Per unit width of the cut,

$$\int_{-h_s}^{h_f}\sigma\,dz=0,\qquad \int_{-h_s}^{h_f}\sigma z\,dz=0. \tag{3}$$

The moment may be taken about any height $c$, since

$$\int\sigma(z-c)\,dz=\int\sigma z\,dz-c\int\sigma\,dz,$$

and the last integral is zero. This freedom shortens the work below.

### Stage one: two equal layers

Let both layers have thickness $h$ and modulus $M$. It is convenient to measure strain from the free state of the substrate, so $e_s=0$ and $e_f=-\Delta$. The stress is $M(\varepsilon_0-\kappa z+\Delta)$ in the film and $M(\varepsilon_0-\kappa z)$ in the substrate.

Force balance, divided by $M$, reads

$$\int_{-h}^{h}(\varepsilon_0-\kappa z)\,dz+\int_0^h\Delta\,dz
=2h\varepsilon_0+h\Delta=0,$$

because the term odd in $z$ integrates to zero. Hence $\varepsilon_0=-\Delta/2$: the interface settles halfway between the two free lengths.

Moment balance, again divided by $M$, reads

$$\int_{-h}^{h}(\varepsilon_0z-\kappa z^2)\,dz+\int_0^h\Delta z\,dz
=-\frac{2h^3}{3}\kappa+\frac{h^2}{2}\Delta=0 .$$

This time the term with $\varepsilon_0$ is odd and drops out. The result is

$$\kappa=\frac{3\Delta}{4h}=\frac{3\Delta}{2H}\qquad(H=2h). \tag{4}$$

The modulus has cancelled. It sets the size of the stresses, but a common factor in the stiffness of both layers cannot change the shape.

The film stress at the interface is $M(-\Delta/2+\Delta)=M\Delta/2$. At the top, $z=h$, it is

$$M\left(-\frac{\Delta}{2}-\frac{3\Delta}{4}+\Delta\right)=-\frac{M\Delta}{4}.$$

The film is stretched at the interface and compressed at its top, although its free length is too short. Bending has shortened the top fibres by more than the mismatch requires. A thin-film picture with one uniform film stress has no room for this.

### Stage two: unequal thicknesses, one modulus

Keep the common modulus $M$ but let the thicknesses differ. The whole sheet then has a single mid-plane at

$$c=\frac{h_f-h_s}{2},$$

and it pays to take moments about it. Write $u=z-c$, which runs from $-H/2$ to $H/2$. The part of the strain that is constant through the sheet gives no moment about $c$. The bending part gives

$$-\kappa\int_{-H/2}^{H/2}u^2\,du=-\frac{\kappa H^3}{12},$$

where replacing $z$ by $u$ in the bending strain changes it by a constant and so does not matter. The mismatch part is

$$\Delta\int_0^{h_f}(z-c)\,dz
=\Delta h_f\left(\frac{h_f}{2}-\frac{h_f-h_s}{2}\right)
=\frac{\Delta h_fh_s}{2}.$$

Their sum must vanish, so

$$\kappa=\frac{6\Delta h_fh_s}{H^3}. \tag{5}$$

For $h_f=h_s=h$ this is $6\Delta h^2/(8h^3)=3\Delta/(4h)$, in agreement with (4). For $h_f\ll h_s$ it becomes $6\Delta h_f/h_s^2$, which is Stoney's form when the moduli are equal. The curvature vanishes when either layer is removed, as it must: a single layer with a uniform free strain changes its size and stays flat.

### Stage three: two moduli

With different moduli there is no longer one mid-plane that removes the constant strain. It is clearer to treat each layer as a small plate with its own mid-plane, joined to the other by an unknown force.

Let $F$ be the force per unit width carried by the film, positive in tension:

$$F=\int_0^{h_f}\sigma\,dz .$$

Force balance requires the substrate to carry $-F$.

Inside either layer the stress varies linearly with slope $-M_i\kappa$, where $i$ stands for $f$ or $s$. About the layer's own mid-plane $z_i$ its moment is

$$\int\sigma(z-z_i)\,dz
=-M_i\kappa\int_{-h_i/2}^{h_i/2}u^2\,du
=-D_i\kappa,\qquad D_i=\frac{M_ih_i^3}{12}. \tag{6}$$

The average stress gives no moment about the mid-plane. The mid-planes are at $z_f=h_f/2$ and $z_s=-h_s/2$. Taking moments about the interface,

$$F\frac{h_f}{2}+(-F)\left(-\frac{h_s}{2}\right)-D_f\kappa-D_s\kappa=0,$$

and so

$$\frac{FH}{2}=(D_f+D_s)\kappa. \tag{7}$$

The two opposite forces act a distance $H/2$ apart. Their couple bends both plates at once, which is why the two bending stiffnesses add.

One more relation is needed, because (7) contains both $F$ and $\kappa$. It comes from the bond. The average elastic strain of the film is $F/(M_fh_f)$, so its mid-plane has total strain $e_f+F/(M_fh_f)$. The interface lies $h_f/2$ below that mid-plane, where by (1) the strain is larger by $\kappa h_f/2$. Seen from the film, the interface strain is therefore

$$e_f+\frac{F}{M_fh_f}+\frac{\kappa h_f}{2}.$$

The substrate carries $-F$, and the interface lies $h_s/2$ above its mid-plane, where the strain is smaller by $\kappa h_s/2$. Seen from the substrate, the interface strain is

$$e_s-\frac{F}{M_sh_s}-\frac{\kappa h_s}{2}.$$

The bond makes these equal. Moving the free strains to one side gives

$$\frac{F}{M_fh_f}+\frac{F}{M_sh_s}+\frac{\kappa H}{2}=\Delta. \tag{8}$$

The mismatch is thus shared out in three parts: stretching of the film, shortening of the substrate, and bending. For equal layers, (4) gives a bending part $\kappa H/2=3\Delta/4$, and the two direct parts are $\Delta/8$ each.

From (7), $F=2(D_f+D_s)\kappa/H$. Inserting this in (8) and solving for $\kappa$,

$$\kappa=\frac{\Delta}{\dfrac H2+\dfrac{2(D_f+D_s)}{H}\left(\dfrac1{M_fh_f}+\dfrac1{M_sh_s}\right)}. \tag{9}$$

### The same result in closed form

To remove the nested fractions, write the two factors in (9) as

$$D_f+D_s=\frac{M_fh_f^3+M_sh_s^3}{12},\qquad
\frac1{M_fh_f}+\frac1{M_sh_s}=\frac{M_fh_f+M_sh_s}{M_fM_sh_fh_s}.$$

The denominator of (9) becomes

$$\frac{3H^2M_fM_sh_fh_s+(M_fh_f^3+M_sh_s^3)(M_fh_f+M_sh_s)}{6HM_fM_sh_fh_s}.$$

The product in the numerator expands to

$$M_f^2h_f^4+M_s^2h_s^4+M_fM_sh_fh_s(h_f^2+h_s^2).$$

The first term supplies $M_fM_sh_fh_s(3h_f^2+6h_fh_s+3h_s^2)$. Adding the mixed terms gives $M_fM_sh_fh_s(4h_f^2+6h_fh_s+4h_s^2)$, and hence

$$\kappa=\frac{6\Delta M_fM_sh_fh_sH}
{M_f^2h_f^4+M_s^2h_s^4+2M_fM_sh_fh_s(2h_f^2+3h_fh_s+2h_s^2)}. \tag{10}$$

Timoshenko's form uses the ratios $m=h_f/h_s$ and $n=M_f/M_s$. Dividing numerator and denominator of the unexpanded expression by $M_fM_sh_fh_s$ gives

$$\kappa=\frac{6\Delta H}{3H^2+\dfrac{(M_fh_f^3+M_sh_s^3)(M_fh_f+M_sh_s)}{M_fM_sh_fh_s}} .$$

The last fraction equals

$$h_s^2\,\frac{(1+nm^3)(1+mn)}{mn}
=h_s^2(1+mn)\left(m^2+\frac1{mn}\right).$$

With $H=h_s(1+m)$, multiplying numerator and denominator by $H/h_s^2$ yields

$$\kappa=\frac{6\Delta(1+m)^2}
{H\left[3(1+m)^2+(1+mn)\left(m^2+\dfrac1{mn}\right)\right]}. \tag{11}$$

### Limits and a numerical test

For $M_f=M_s$ the denominator of (10), divided by the common $M^2$, is

$$h_f^4+4h_f^3h_s+6h_f^2h_s^2+4h_fh_s^3+h_s^4=H^4,$$

and (10) returns to (5). If the film is made very soft, $M_f\to0$, the curvature vanishes because the film cannot pull. If it is made very stiff, the curvature also vanishes, because the substrate cannot bend it. Between these ends there must be a largest curvature, found below.

Turning the sheet over exchanges the labels $f$ and $s$. The fraction multiplying $\Delta$ in (10) is unchanged, while $\Delta$ and the sense of $\kappa$ both reverse. The formula therefore does not care which layer is called the film.

The algebra can be tested without the force $F$. The elastic energy per unit area is proportional to

$$U=\frac12\int M(\varepsilon_0-\kappa z-e)^2\,dz .$$

Its derivatives are $\partial U/\partial\varepsilon_0=\int\sigma\,dz$ and $\partial U/\partial\kappa=-\int\sigma z\,dz$, so its minimum satisfies both conditions in (3). Direct minimization was compared with (9) for 200 random bilayers, with each thickness between 0.01 and 10 and each modulus between 0.1 and 10 in arbitrary units. The largest relative difference was $3.5\times10^{-13}$. This tests the algebra; it does not test the assumptions behind (1) and (2).

## Second half: the thin-film limit, the stresses and a real strip

The film has thickness $h_f$ and biaxial modulus $M_f$; the substrate has $h_s$ and $M_s$. Here $H=h_f+h_s$, $m=h_f/h_s$ and $n=M_f/M_s$. The height $z$ is measured from the interface into the film, and $\kappa>0$ means concave on the film side. The mismatch $\Delta$ is the free strain of the substrate minus that of the film. The film carries a force $F$ per unit width and the substrate $-F$. With $D_i=M_ih_i^3/12$, the first half gave

$$\frac{FH}{2}=(D_f+D_s)\kappa,\qquad
\frac{F}{M_fh_f}+\frac{F}{M_sh_s}+\frac{\kappa H}{2}=\Delta, \tag{12}$$

and, from these, the curvature formulas (9) to (11).

The curvature of a bilayer with any thicknesses and moduli now follows from force balance, moment balance and the bond, in the equivalent forms (9) to (11). What remains is to find when Stoney's thin-film formula is good enough, how the stress varies through the layers, which thicknesses give the largest curvature, and what the model predicts and leaves out for the aluminium–silica strip.
